\section*{Separating Segregation from Diffusion in a Delta Layer by Its Moments}

\section*{Question}

I have depth profiles of a boron delta layer in silicon. The boron was deposited during a growth interruption, buried under a silicon cap, and then annealed. Two processes broaden the layer: surface segregation during growth, with some decay length $L$, and bulk diffusion during the anneal, with some product $Dt$. The width of the profile is one number, so it cannot give me both.

I was told to use the third central moment as well, because diffusion adds $2Dt$ to the variance but leaves the third central moment at its segregation value, $2L^3$. I can't reconcile this with what I see. The profile starts as a sharp-edged, one-sided exponential and becomes visibly more symmetric on annealing. How can its third moment stay the same? If the claim is right, how do I extract $L$ and $Dt$, and what would spoil the result?

\section*{Answer}

The claim holds if every atom diffuses for the same time with the same $D$, far from any boundary. The profile does become more symmetric in the sense your eye uses, which is asymmetry relative to width. The third central moment is not divided by the width, and it stays put.

\subsection*{The profile left by segregation}

Let $z$ point along the growth direction, with the dose $N$ (atoms per area) deposited at $z=0$. Suppose that each new atomic layer, of thickness $d$, traps a fixed fraction $1-R$ of the dopants still on the surface. After $k$ layers the floating population is $NR^k=Ne^{-kd/L}$, where $L=-d/\ln R$. For $d\ll L$ this becomes $n(z)=Ne^{-z/L}$, and what the surface loses is buried:
\begin{equation}
C_0(z)=-\frac{dn}{dz}=\frac{N}{L}e^{-z/L}\quad(z>0),\qquad C_0=0\quad(z<0).
\end{equation}
Write $\langle f\rangle=N^{-1}\int f\,C\,dz$. Integration by parts gives $\langle z^k\rangle=kL\langle z^{k-1}\rangle$, so $\langle z\rangle=L$, $\langle z^2\rangle=2L^2$ and $\langle z^3\rangle=6L^3$. The variance $V$ and third central moment $M$ before the anneal are therefore
\begin{align}
V_0&=\langle z^2\rangle-\langle z\rangle^2=2L^2-L^2=L^2,\\
M_0&=\langle z^3\rangle-3L\langle z^2\rangle+3L^2\langle z\rangle-L^3\nonumber\\
&=(6-6+3-1)L^3=2L^3 .
\end{align}
$M$ is positive because the tail points toward the surface. If you count depth downward from the surface, $M$ changes sign.

\subsection*{What diffusion does to the moments}

During the anneal $\partial_tC=D\,\partial_z^2C$. For a polynomial $f(z)$, two integrations by parts give
\begin{equation}
\frac{d\langle f\rangle}{dt}=\frac{D}{N}\int f\,\partial_z^2C\,dz
=\frac{D}{N}\int f''\,C\,dz=D\langle f''\rangle .
\label{eq:rate}
\end{equation}
The boundary terms $f\,\partial_zC-f'C$ vanish because $C$ decays at least exponentially on both sides. This is where a distant surface is needed.

Taking $f=z$ gives $f''=0$, so the mean $m$ stays at $L$. Since $m$ is constant, the central moments follow directly:
\begin{align}
f=(z-m)^2:&\qquad \frac{dV}{dt}=2D,\\
f=(z-m)^3:&\qquad \frac{dM}{dt}=6D\langle z-m\rangle=0 .
\end{align}
Hence
\begin{equation}
V=L^2+2Dt,\qquad M=2L^3 .
\label{eq:main}
\end{equation}
If $D$ varies in time but not in space, the same steps hold with $Dt$ replaced by $\int D\,dt$.

The same result can be read atom by atom. An atom buried at $z_0$ ends at $z_0+g$, where $g$ is a Gaussian displacement of variance $2Dt$, independent of $z_0$. With $x=z_0-L$,
\begin{equation}
M=\langle x^3\rangle+3\langle x^2\rangle\langle g\rangle
+3\langle x\rangle\langle g^2\rangle+\langle g^3\rangle=2L^3 .
\label{eq:atoms}
\end{equation}
The second and fourth terms vanish because $g$ is symmetric, the third because $\langle x\rangle=0$. Independence is what lets each average factor.

This resolves your puzzle. The dimensionless skewness
\begin{equation}
\frac{M}{V^{3/2}}=\frac{2L^3}{(L^2+2Dt)^{3/2}}
\end{equation}
starts at 2 and falls toward zero, because its denominator grows while its numerator is fixed.

\subsection*{The whole profile}

Two moments give two parameters but do not test the model. If each atom makes many hops that are short compared with $L$ and $\sqrt{2Dt}$, the displacements are Gaussian and you can compare the data with the full curve. With $s^2=2Dt$,
\begin{equation}
C(z)=\frac{N}{L}\int_0^\infty e^{-z'/L}\,
\frac{e^{-(z-z')^2/2s^2}}{\sqrt{2\pi}\,s}\,dz' .
\end{equation}
Set $a=z-s^2/L$ and complete the square:
\begin{equation}
\frac{(z-z')^2}{2s^2}+\frac{z'}{L}
=\frac{(z'-a)^2}{2s^2}+\frac{z}{L}-\frac{s^2}{2L^2}.
\end{equation}
The remaining Gaussian integral over $z'>0$ is $\tfrac12\,\mathrm{erfc}(-a/\sqrt2 s)$, so
\begin{equation}
C(z)=\frac{N}{2L}\exp\!\left(\frac{s^2}{2L^2}-\frac zL\right)
\mathrm{erfc}\!\left[\frac{1}{\sqrt2}\left(\frac sL-\frac zs\right)\right].
\label{eq:profile}
\end{equation}
When $z-s^2/L\gg s$, the erfc tends to 2 and $C\to(N/L)\,e^{s^2/2L^2}e^{-z/L}$. Gaussian diffusion raises the far tail but leaves its decay length at $L$, which gives a second way to estimate $L$ if the tail stands clear of the background.

Real boron can violate this assumption in a short anneal. It moves in separate migration events, assisted by silicon interstitials, and their length can be comparable with the few nanometres of broadening considered here. The profile then departs from (\ref{eq:profile}), and its tail may reflect the migration length instead of $L$. The moment relations (\ref{eq:main}) survive, because (\ref{eq:atoms}) needs only symmetric displacements of variance $2Dt$ that are independent of $z_0$. A poor fit to the full curve therefore does not by itself invalidate the moments. They must, however, cover the whole profile: long hops give it heavier tails, and for hops of several nanometres a window that cuts those tails can put $Dt$ wrong by tens of per cent. In the example below, two-sided exponential hops of decay length 5 nm mean only 0.21 events per atom, and a window from $-20$ to 40 nm then gives $L=3.38$ nm and $Dt$ 36\% low. Long hops also reach the surface: a reflecting surface 60 nm away puts $Dt$ about 6\% high for 8 nm hops and 21\% high for 10 nm hops.

\subsection*{Recovering the two parameters}

Inverting (\ref{eq:main}) gives
\begin{equation}
L=\left(\frac M2\right)^{1/3},\qquad
Dt=\frac12\left[V-\left(\frac M2\right)^{2/3}\right].
\label{eq:inverse}
\end{equation}
The real cube root is unique, so the answer is too. Without diffusion $V=L^2$; without segregation $M=0$. A result $V<L^2$ means that the data or the model is at fault. You obtain $D$ itself only if you know $t$.

For small errors, $dM=6L^2\,dL$, and therefore
\begin{equation}
dL=\frac{dM}{6L^2},\qquad
d(Dt)=\frac{dV}{2}-L\,dL=\frac{dV}{2}-\frac{dM}{6L}.
\end{equation}
At fixed $dM$, a short segregation length is poorly determined.

\subsection*{Numbers for boron in silicon}

Take $L=3$ nm, a dose of $2\times10^{11}$ cm$^{-2}$, a 60 nm cap, and 1800 s at 1073 K ($800\,^\circ$C). A rough Arrhenius law, with prefactor 0.8 cm$^2$/s and activation energy 3.5 eV, gives $D=2.93\times10^{-17}$ cm$^2$/s. Since 1 cm$^2=10^{14}$ nm$^2$, $Dt=5.27$ nm$^2$.

I solved the diffusion equation numerically for these values, with reflecting walls at $z=\pm60$ nm. The result follows (\ref{eq:profile}) with a largest deviation of about $3\times10^{-4}$ of the peak. Its moments are $V=19.532$ nm$^2$ and $M=54.000$ nm$^3$, so
\begin{align}
L&=(54.000/2)^{1/3}=3.000\ \text{nm},\\
Dt&=(19.532-9.000)/2=5.266\ \text{nm}^2 .
\end{align}
Dividing by 1800 s returns $D=2.93\times10^{-17}$ cm$^2$/s. The extra digits show that the inversion closes; they are not a claim about boron. Meanwhile the skewness falls from 2.00 to 0.63, which is the symmetrization you noticed. Had you assigned the whole variance to diffusion, you would have found $Dt=9.77$ nm$^2$, 85\% too high.

Raising $M$ by 10\% at fixed $V$ gives $L=3.10$ nm and $Dt=4.97$ nm$^2$. The linear formulas predict shifts of $5.4/54=0.10$ nm and $-5.4/18=-0.30$ nm$^2$, in agreement.

\subsection*{What spoils it}

\paragraph{Diffusion during growth.} An atom buried at $z_0$ diffuses for a time $(H-z_0)/v$ before a cap of thickness $H\gg L$ is finished at growth speed $v$. Now $\langle g^2\rangle$ depends on $z_0$, and the third term of (\ref{eq:atoms}) survives. With $D_g$ the diffusivity at the growth temperature,
\begin{align}
\Delta V&=\frac{2D_g}{v}\langle H-z_0\rangle=\frac{2D_g(H-L)}{v},\\
\Delta M&=\frac{6D_g}{v}\langle x(H-z_0)\rangle=-\frac{6D_gL^2}{v},
\end{align}
because $\langle x\rangle=0$ and $\langle xz_0\rangle=L^2$. This ignores the effect of the moving surface on the diffusing atoms. For growth at $550\,^\circ$C and 0.1 nm/s, the intrinsic diffusivity gives $\Delta M=-1.6\times10^{-5}$ nm$^3$, which is negligible here even if holes speed up the diffusion several-fold. It would matter for hot, slow growth: $D_g/v=0.1$ nm would lower $M$ from 54.0 to 48.6 nm$^3$ and raise $V$ by 11.4 nm$^2$, provided the growing surface only reflects the atoms. If atoms that diffuse back to it rejoin the floating population, the segregation tail lengthens and $M$ rises instead.

\paragraph{Charged dopants.} Boron acceptors diffuse faster where holes are abundant, and their own field pushes them outward. If the diffusivity scales as $p/n_i$, with $p$ the hole density and $n_i$ the intrinsic density, diffusion and drift combine into
\begin{equation}
J=-D\frac{p}{n_i}\left(\frac{\partial C}{\partial z}
+C\frac{\partial\ln p}{\partial z}\right)
=-D\frac{\partial}{\partial z}\left(C\frac{p}{n_i}\right).
\end{equation}
Repeating the steps of (\ref{eq:rate}) gives $dM/dt=6D\langle(z-m)\,p/n_i\rangle$, which need not vanish. With a rough $n_i=2\times10^{18}$ cm$^{-3}$ and screening from the linearized Poisson equation, the numerical solution has $M=53.6$ nm$^3$. The recovered $L$ is 2.99 nm, and $Dt$ is 5.45 nm$^2$, 3.5\% above the intrinsic value.

\paragraph{The depth profiler.} Suppose that the instrument adds a Gaussian blur of standard deviation $\sigma_i$ and an exponential smear of length $\lambda$ toward the substrate. These are further independent displacements, so they add $\sigma_i^2+\lambda^2$ to $V$ and $-2\lambda^3$ to $M$. For $\sigma_i=0.8$ nm and $\lambda=1.0$ nm, $V=21.17$ nm$^2$ and $M=52.0$ nm$^3$. Ignoring the response gives $L=2.96$ nm but $Dt=6.20$ nm$^2$, 18\% too high. If you know the response, subtract its moments before using (\ref{eq:inverse}).

\paragraph{Background.} A uniform residue $b=10^{14}$ cm$^{-3}$ is about 0.05\% of the final peak, yet the cube of the distance magnifies it. In a window from $-20$ to 40 nm, which runs from 23 nm below the mean to 37 nm above it, the residue adds roughly
\begin{equation}
\frac bN\int_{-23}^{37}y^3\,dy
=(5\times10^{-5}\ \text{nm}^{-1})\,\frac{37^4-23^4}{4}\ \text{nm}^4
\approx20\ \text{nm}^3
\end{equation}
to $M$, before small corrections for the shifted mean and the larger total. The recovered values become $L=3.31$ nm and $Dt=4.79$ nm$^2$. A window of the same width centred on the mean cancels this odd integral and gives $L=2.98$ nm. The background still inflates $V$, so $Dt=5.74$ nm$^2$, 9\% high. Without background that window gives 5.31 nm$^2$; the small remaining error comes mainly from the lost tail. So subtract the background first. Centring the window then protects $L$ from a small uniform residue, but it can cut more of the tail; if no residue remains and the diffusion is Gaussian, a window reaching further along the tail can do better. With long hops the reverse can hold: for 5 nm hops the centred window puts $Dt$ 6\% low and the off-centre one 36\% low.

\subsection*{How far this carries over to your samples}

The material parameters above are rough, and the segregation length depends on growth conditions, so use your own values. The dose is low for a delta layer meant to conduct. It keeps the initial peak, $6.7\times10^{17}$ cm$^{-3}$, below $n_i$ at the anneal temperature; at much higher doses the 3.5\% charge correction cannot be carried over. The example also assumes an inert anneal without implantation damage. Oxidation or damage can inject silicon interstitials that speed up boron diffusion. If the enhancement is uniform across the layer, you recover the enhanced $\int D\,dt$; if it varies with depth, $M$ need not be conserved. For the values chosen here, with growth at $550\,^\circ$C and Gaussian diffusion, the uncorrected instrument response shifts $Dt$ most, while background in an off-centre window shifts $L$ most. Other values can change this order, and so can long migration hops: for hops of 5 nm or more, cutting the tails with the off-centre window outweighs both effects. The numerical output lists the values for the Gaussian cases.

\section*{Numbers as computed}
\begin{verbatim}
Segregation length L: 3.00 nm
Dose: 2.0e+11 cm^-2; cap: 60 nm
Anneal: 1073.15 K for 1800 s
Arrhenius D0: 0.8 cm^2/s; Ea: 3.5 eV
D at anneal: 2.926e-17 cm^2/s
Input Dt: 5.266 nm^2; 2Dt: 10.532 nm^2
Diffusion width sqrt(2Dt): 3.245 nm
Initial peak N/L: 6.67e+17 cm^-3
Final peak: 1.97e+17 cm^-3
Mean before, after: 3.000, 3.000 nm
Variance before, after: 8.999, 19.532 nm^2
Third moment before, after: 54.000, 54.000 nm^3
Skewness before, after: 2.000, 0.626
Largest shape error / peak: 3.1e-04
Recovered L: 3.000 nm
Recovered Dt: 5.266 nm^2
Recovered D: 2.925e-17 cm^2/s
Dt if all variance is diffusion: 9.766 nm^2
Third moment +10%: L 3.097 nm, Dt 4.971 nm^2
Layer spacing: 0.136 nm; retained R: 0.9557
Layered variance: 8.9985 nm^2
Layered third moment: 54.0000 nm^3
Growth: 823.15 K at 0.1 nm/s
D at growth: 2.98e-22 cm^2/s
Growth variance change: 3.4e-05 nm^2
Growth third-moment change: -1.6e-05 nm^3
Test D/v: 0.1 nm; third moment 48.60 nm^3
Intrinsic density: 2.0e+18 cm^-3; eps_r: 12
Debye length: 3.92 nm
Charged: variance 19.849 nm^2, third 53.556 nm^3
Charged: L 2.992 nm, Dt 5.449 nm^2
Response: sigma 0.8 nm, decay 1.0 nm
Response: variance 21.172 nm^2, third 52.000 nm^3
Response ignored: L 2.962 nm, Dt 6.198 nm^2
Residual background: 1.0e+14 cm^-3
Window -20..40 nm: L 3.306 nm, Dt 4.793 nm^2
Window -27..33 nm: L 2.978 nm, Dt 5.736 nm^2
Same, no background: L 2.980 nm, Dt 5.308 nm^2
\end{verbatim}
